# Low- and high-frequency diffusion on a chain with random bond rates: a numerical check

```python
"""Diffusion on a chain with random symmetric bond rates w_n (sites n, n+1).
Result under test: D(s) = (s^2/2) int exp(-s t) <x^2(t)> dt tends to
a^2/<1/w> at low frequency and to a^2 <w> at high frequency (s = i omega).
Symbols: a = site spacing, s = Laplace variable, j = reduced bond current,
u = reduced site response, nu0 = attempt rate, b = largest barrier / kT.
Inside the tests a = 1; in the random ring rates are in units of nu0.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import expm, solve_banded


def site_response(w, s):
    """Solve the site equations of a small ring; return u and j."""
    n = len(w)
    h = np.diag(w + np.roll(w, 1)).astype(complex)
    for i in range(n):
        k = (i + 1) % n
        h[i, k] -= w[i]
        h[k, i] -= w[i]
    u = np.linalg.solve(s * np.eye(n) + h, np.roll(w, 1) - w)
    return u, w * (1 + u - np.roll(u, -1))


def bond_current(w, s):
    """Solve s j/w - (second difference of j) = s on a ring."""
    n = len(w)
    kind = complex if np.iscomplexobj(s) else float
    band = np.full((3, n), -1.0, dtype=kind)
    band[1] = s / w + 2
    band[1, 0] += 1
    band[1, -1] += 1
    corner = np.zeros(n, dtype=kind)
    corner[0] = corner[-1] = 1
    rhs = np.full(n, s, dtype=kind)
    sol = solve_banded((1, 1), band, np.column_stack([rhs, corner]))
    y, z = sol[:, 0], sol[:, 1]
    return y + z * (y[0] + y[-1]) / (1 - z[0] - z[-1])


def msd_function(bonds, starts):
    """Mean squared displacement on an open chain from the propagator."""
    n = len(bonds) + 1
    diag = np.zeros(n)
    diag[:-1] += bonds
    diag[1:] += bonds
    h = np.diag(diag) - np.diag(bonds, 1) - np.diag(bonds, -1)
    lam, vec = np.linalg.eigh(h)
    pos = np.arange(n)
    coef = np.mean([vec[i] * (vec.T @ (pos - i) ** 2.0) for i in starts],
                   axis=0)
    return lambda t: float(coef @ np.exp(-lam * t))


# ---- small periodic cell: definition against response equations ----
cell = np.array([0.2, 1.5, 0.6, 2.0, 0.9])
cell_arith = cell.mean()
cell_harm = 1 / np.mean(1 / cell)
msd = msd_function(np.tile(cell, 81)[:-1], range(200, 205))
short_slope = msd(1e-5) / 2e-5
late_slope = (msd(200.0) - msd(150.0)) / 100.0
assert abs(short_slope / cell_arith - 1) < 1e-4
assert abs(late_slope / cell_harm - 1) < 1e-6

nodes, weights = np.polynomial.legendre.leggauss(200)
laplace_pairs = []
for s in (0.5, 2.0):
    t_end = 40 / s
    t = 0.5 * t_end * (nodes + 1)
    vals = np.array([msd(x) for x in t])
    d_def = 0.5 * s**2 * 0.5 * t_end * np.sum(weights * np.exp(-s * t) * vals)
    d_resp = site_response(cell, s)[1].mean().real
    assert abs(d_def - d_resp) < 1e-7
    laplace_pairs.append((s, d_def, d_resp))

for s in (0.5, 0.3j, 4j):
    j_site = site_response(cell, s)[1]
    assert np.allclose(j_site, bond_current(cell, s), atol=1e-10)
    assert abs(np.mean(j_site / cell) - 1) < 1e-10


# ---- Einstein relation: current after a field step ----
def step_current(eps, t):
    n = len(cell)
    gen = np.zeros((n, n))
    fwd, bwd = cell * np.exp(eps / 2), cell * np.exp(-eps / 2)
    for i in range(n):
        k = (i + 1) % n
        gen[k, i] += fwd[i]
        gen[i, i] -= fwd[i]
        gen[i, k] += bwd[i]
        gen[k, k] -= bwd[i]
    p = expm(gen * t) @ np.ones(n)
    return np.mean(fwd * p - bwd * np.roll(p, -1))


for t in (0.2, 1.0, 3.0):
    mobility = (step_current(1e-3, t) - step_current(-1e-3, t)) / 2e-3
    running_d = (msd(t + 1e-3) - msd(t - 1e-3)) / 4e-3
    assert abs(mobility - running_d) < 1e-5

# ---- the two variational principles ----
rng = np.random.default_rng(7)
s = 0.5
u0, j0 = (x.real for x in site_response(cell, s))


def lower_functional(f):
    return np.mean(2 * f - f**2 / cell - (np.roll(f, -1) - f) ** 2 / s)


def upper_functional(u):
    return np.mean(cell * (1 + u - np.roll(u, -1)) ** 2 + s * u**2)


assert abs(lower_functional(j0) - j0.mean()) < 1e-10
assert abs(upper_functional(u0) - j0.mean()) < 1e-10
for _ in range(200):
    kick = 0.3 * rng.normal(size=5)
    assert lower_functional(j0 + kick) < j0.mean()
    assert upper_functional(u0 + kick) > j0.mean()

# ---- reflecting ends: displacement saturates, so dc diffusion is zero ----
n_open = 20
msd_open = msd_function(np.tile(cell, 4)[:-1], range(n_open))
assert abs(msd_open(1e4) - (n_open**2 - 1) / 6) < 1e-6

# ---- worked example: uniform distribution of barriers ----
barrier_ev, temp, nu0, spacing = 0.15, 300.0, 1e12, 0.5e-9
kt_ev = constants.k * temp / constants.e
b = barrier_ev / kt_ev
arith = (1 - np.exp(-b)) / b
harm = b / (np.exp(b) - 1)
assert abs(quad(lambda x: np.exp(-b * x), 0, 1)[0] - arith) < 1e-10
assert abs(1 / quad(lambda x: np.exp(b * x), 0, 1)[0] - harm) < 1e-10
assert abs(harm / arith - b**2 / (4 * np.sinh(b / 2) ** 2)) < 1e-12

n_ring = 100000
w = np.exp(-b * rng.random(n_ring))
ring_arith, ring_harm = w.mean(), 1 / np.mean(1 / w)
root_n = np.sqrt(n_ring)
assert abs(ring_arith - arith) < 5 * w.std() / root_n
assert abs(1 / ring_harm - 1 / harm) < 5 * (1 / w).std() / root_n
grad2 = np.mean((np.roll(w, -1) - w) ** 2)
assert abs(grad2 / (2 * w.var()) - 1) < 0.03  # sampling error of the ring

block_harm = {L: np.mean(1 / np.mean(1 / w.reshape(-1, L), axis=1))
              for L in (1, 10, 100, 1000)}
omegas = [1e-8, 1e-6, 1e-5, 1e-4, 1e-3, 1e-2, 1e-1, 1.0, 10.0, 1000.0]
table = []
for om in omegas:
    j_real = bond_current(w, om)
    d_real = j_real.mean()
    d_ac = bond_current(w, 1j * om).mean()
    assert abs(np.mean(j_real / w) - 1) < 1e-6
    assert d_real > max(ring_harm, ring_arith - grad2 / om) - 1e-8
    assert d_real < ring_arith
    for L, h_block in block_harm.items():
        assert d_real < h_block + om * L**2
    root2 = np.sqrt(2)
    assert abs(d_ac - ring_harm) <= root2 * (d_real - ring_harm) + 1e-8
    assert abs(ring_arith - d_ac) <= root2 * (ring_arith - d_real) + 1e-8
    assert d_ac.imag > 0
    table.append((om, d_real, d_ac))
assert all(x[2].real < y[2].real for x, y in zip(table, table[1:]))
high_coef = omegas[-1] * (ring_arith - table[-1][1])
assert abs(high_coef / grad2 - 1) < 0.01
assert abs(table[0][2] / ring_harm - 1) < 0.01
assert abs(table[-1][2] / ring_arith - 1) < 0.01

# ---- printed numbers ----
print("Five-bond cell, rates (arb. rate unit):", cell)
print(f"cell arithmetic mean: {cell_arith:.5f}")
print(f"cell harmonic mean: {cell_harm:.5f}")
print(f"half MSD slope, t = 1e-5: {short_slope:.5f}")
print(f"half MSD slope, t = 150 to 200: {late_slope:.5f}")
for s, d1, d2 in laplace_pairs:
    print(f"s = {s}: D from MSD {d1:.6f}, from response {d2:.6f}")
print(f"open segment of {n_open} sites, late MSD/a^2: {msd_open(1e4):.3f}")
print(f"largest barrier: {barrier_ev} eV, temperature: {temp} K")
print(f"attempt rate: {nu0:.1e} 1/s, spacing: {spacing:.1e} m")
print(f"kT: {kt_ev:.6f} eV, b = barrier/kT: {b:.4f}")
print(f"<w>/nu0, closed form: {arith:.5f}")
print(f"1/(nu0 <1/w>), closed form: {harm:.6f}")
print(f"D high frequency: {spacing**2 * nu0 * arith:.4e} m^2/s")
print(f"D dc: {spacing**2 * nu0 * harm:.4e} m^2/s")
print(f"ratio high/dc: {arith / harm:.3f}")
print(f"random ring, number of bonds: {n_ring}")
print(f"ring <w>/nu0: {ring_arith:.5f}")
print(f"ring 1/(nu0 <1/w>): {ring_harm:.6f}")
print("omega/nu0, Re D/(a^2 nu0), Im D/(a^2 nu0):")
for om, _, d in table:
    print(f"  {om:.0e}  {d.real:.6f}  {d.imag:.6f}")
print(f"Bounds at real s = {omegas[0]:.0e} nu0, D/(a^2 nu0):")
print(f"  computed D: {table[0][1]:.6f}, lower bound: {ring_harm:.6f}")
for L, h_block in block_harm.items():
    print(f"  L = {L}: block mean {h_block:.6f}, "
          f"upper bound {h_block + omegas[0] * L**2:.6f}")
print(f"s(<w> - D/a^2)/nu0^2 at s = 1000 nu0: {high_coef:.5f}")
print(f"mean squared neighbour difference /nu0^2: {grad2:.5f}")
print(f"2 Var(w)/nu0^2: {2 * w.var():.5f}")
print("all assertions hold")
```

It prints:

```
Five-bond cell, rates (arb. rate unit): [0.2 1.5 0.6 2.  0.9]
cell arithmetic mean: 1.04000
cell harmonic mean: 0.55901
half MSD slope, t = 1e-5: 1.03999
half MSD slope, t = 150 to 200: 0.55901
s = 0.5: D from MSD 0.681799, from response 0.681799
s = 2.0: D from MSD 0.809669, from response 0.809669
open segment of 20 sites, late MSD/a^2: 66.500
largest barrier: 0.15 eV, temperature: 300.0 K
attempt rate: 1.0e+12 1/s, spacing: 5.0e-10 m
kT: 0.025852 eV, b = barrier/kT: 5.8023
<w>/nu0, closed form: 0.17183
1/(nu0 <1/w>), closed form: 0.017580
D high frequency: 4.2957e-08 m^2/s
D dc: 4.3950e-09 m^2/s
ratio high/dc: 9.774
random ring, number of bonds: 100000
ring <w>/nu0: 0.17115
ring 1/(nu0 <1/w>): 0.017565
omega/nu0, Re D/(a^2 nu0), Im D/(a^2 nu0):
  1e-08  0.017572  0.000009
  1e-06  0.017662  0.000089
  1e-05  0.017841  0.000272
  1e-04  0.018416  0.000915
  1e-03  0.020406  0.003243
  1e-02  0.027920  0.011019
  1e-01  0.053793  0.030176
  1e+00  0.123156  0.047383
  1e+01  0.169695  0.011020
  1e+03  0.171153  0.000113
Bounds at real s = 1e-08 nu0, D/(a^2 nu0):
  computed D: 0.017576, lower bound: 0.017565
  L = 1: block mean 0.171154, upper bound 0.171154
  L = 10: block mean 0.022493, upper bound 0.022494
  L = 100: block mean 0.017885, upper bound 0.017985
  L = 1000: block mean 0.017599, upper bound 0.027599
s(<w> - D/a^2)/nu0^2 at s = 1000 nu0: 0.11235
mean squared neighbour difference /nu0^2: 0.11250
2 Var(w)/nu0^2: 0.11237
all assertions hold
```
